# Charging Energy of a 5 nm Metal Sphere in an Oxide

A gold-like metal sphere of radius \(R=5\) nm is embedded in a dielectric of relative permittivity \(\varepsilon_r=4\), close to that of silicon dioxide. Small metal particles in an oxide store charge in nanocrystal memories. The parts below ask what it costs to put one electron on the sphere, and how far the answer can be trusted in such a device.

Unless a part says otherwise, the dielectric is linear, uniform and unbounded, the potential is zero at infinity, and no other charge is nearby. The electron comes from a reservoir whose Fermi level matches that of the neutral sphere, so the cost is purely electrostatic. The elementary charge \(e\) is positive and an electron carries \(-e\). Use

\[
\frac{e^2}{4\pi\varepsilon_0}=1.440\ \text{eV nm}.
\]

The numerical output printed after the text lists the values used.

### Part (a): capacitance

*Find the capacitance \(C\) of the isolated sphere.*

**Answer.** A charge \(Q\) on the metal spreads evenly over the surface, and the field inside is zero. Gauss's law on a concentric sphere of radius \(r>R\) reads \(\varepsilon_0\varepsilon_rE(r)\,4\pi r^2=Q\), so

\[
E(r)=\frac{Q}{4\pi\varepsilon_0\varepsilon_r r^2}.
\]

The surface potential is the integral of the field from the surface to infinity:

\[
V=\int_R^\infty E\,dr=\frac{Q}{4\pi\varepsilon_0\varepsilon_r}\left[-\frac1r\right]_R^\infty=\frac{Q}{4\pi\varepsilon_0\varepsilon_rR}.
\]

Hence

\[
C=\frac QV=4\pi\varepsilon_0\varepsilon_rR=2.225\ \text{aF}.
\]

### Part (b): energy of one electron

*Derive the energy needed to charge the sphere with one electron, and explain the factor 1/2.*

**Answer.** When the sphere already holds charge \(q\), its potential is \(q/C\), and adding \(dq\) takes work \((q/C)\,dq\). The total is

\[
W=\int_0^Q\frac{q}{C}\,dq=\frac{Q^2}{2C}.
\]

The potential rises in proportion to the charge, so its average during charging is half the final value. For \(Q=-e\) the square removes the sign:

\[
E_c=\frac{e^2}{2C}=\frac{e^2}{8\pi\varepsilon_0\varepsilon_rR}.
\]

A real electron does not arrive in small pieces, but the stored energy depends on the final state and not on the way it was reached. The energy of the final field confirms this:

\[
\int_R^\infty\frac{\varepsilon_0\varepsilon_r}{2}E^2\,4\pi r^2dr
=\frac{Q^2}{8\pi\varepsilon_0\varepsilon_r}\int_R^\infty\frac{dr}{r^2}
=\frac{Q^2}{8\pi\varepsilon_0\varepsilon_rR}.
\]

### Part (c): the number

*The value 18 meV has been proposed for this sphere. Is it right? If not, what would give it?*

**Answer.** It is not right. The data give

\[
E_c=\frac{1.440\ \text{eV nm}}{2\times4\times5\ \text{nm}}=0.0360\ \text{eV}=36\ \text{meV},
\]

or \(5.77\times10^{-21}\) J. Numerical integration of the field energy, with the field summed directly from the surface charge, also gives 36.00 meV.

The proposed value is too small by a factor of two. It equals \(e^2/(4C)\), which would count the factor 1/2 twice. Since \(E_c\propto1/(\varepsilon_rR)\), it is also the correct charging energy for a radius of 10 nm at the same permittivity, or for \(\varepsilon_r=8\) at the same radius.

### Part (d): further electrons

*Find the cost of the second electron and the difference between successive costs.*

**Answer.** With \(n\) extra electrons the charge is \(-ne\), so \(U(n)=n^2E_c\). The next electron costs

\[
U(n+1)-U(n)=\left[(n+1)^2-n^2\right]E_c=(2n+1)E_c.
\]

The first costs 36 meV and the second \(3\times36=108\) meV. Successive costs differ by

\[
2E_c=\frac{e^2}{C}=72\ \text{meV}.
\]

This addition spacing is a different quantity from the charging energy. Removing an electron from the neutral sphere costs \(U(-1)=E_c\), so the reservoir's Fermi level lies midway between the thresholds for gaining and losing an electron.

### Part (e): nearby electrodes

*Grounded electrodes now lie in the oxide, none closer than \(d=3\) nm to the sphere's surface. Bound the charging energy from both sides, then find it for a single grounded plane at distance \(d\).*

**Answer.** First surround the sphere with a concentric grounded shell of inner radius \(R+d\). The field between them is unchanged, but the potential integral stops at the shell:

\[
V=\frac{Q}{4\pi\varepsilon_0\varepsilon_r}\left(\frac1R-\frac1{R+d}\right).
\]

The energy \(QV/2\) is therefore reduced to

\[
E_c^{\text{shell}}=E_c\left(1-\frac{R}{R+d}\right)=36\times\frac38=13.5\ \text{meV}.
\]

To see that this is a lower bound, hold the sphere at potential \(V\). The field energy is then \(CV^2/2\). Let \(\phi\) be the true potential and \(\phi+\eta\) a continuous trial potential with the same values on all conductors and at infinity, so that \(\eta=0\) there. Then

\[
\int|\nabla(\phi+\eta)|^2=\int|\nabla\phi|^2+\int|\nabla\eta|^2+2\int\nabla\phi\cdot\nabla\eta .
\]

Integration by parts turns the last integral into a surface term, which vanishes because \(\eta=0\), and a term in \(\eta\nabla^2\phi\), which vanishes because \(\nabla^2\phi=0\) in the dielectric. The true potential thus has the least energy, and a trial potential cannot give too small a capacitance.

For the given electrodes, take as trial the shell potential, continued as zero beyond \(R+d\). It is allowed because all electrodes lie out there, so \(C\le C_{\text{shell}}\). For the isolated sphere, take as trial the potential with electrodes present, continued as zero inside them, so \(C_{\text{isolated}}\le C\). Since the energy varies as \(1/C\),

\[
13.5\ \text{meV}\le E_c\le36\ \text{meV}.
\]

For the plane, put it at height \(z=0\) and the sphere's centre at \(h=R+d=8\) nm. A charge \(q_1=4\pi\varepsilon_0\varepsilon_rRV\) at \(z_1=h\) gives the sphere potential \(V\). Grounding the plane requires an image \(-q_1\) at \(-z_1\), which disturbs the sphere.

In general, the image \(-q_k\) lies at distance \(D_k=h+z_k\) from the centre. A charge \(q_kR/D_k\) inside the sphere, at distance \(R^2/D_k\) from the centre on the same line, cancels its potential on the surface. The reason is that similar triangles make each surface point closer to the inner charge than to the outer one by the factor \(R/D_k\). Hence

\[
q_{k+1}=\frac{R}{D_k}\,q_k,\qquad z_{k+1}=h-\frac{R^2}{D_k}.
\]

Each new charge needs its own image in the plane, and the process repeats. By Gauss's law the sphere's charge is the sum of the \(q_k\), so

\[
\frac{C_{\text{plane}}}{C}=\frac{\sum_kq_k}{q_1}=1+0.313+0.108+0.038+0.013+\dots=1.479 .
\]

The second term, for example, is \(5/16\). The charging energy becomes \(36.00/1.479=24.3\) meV, about one third below the isolated value. A potential test at nine points around the sphere confirmed that these charges hold its surface at one potential.

### Part (f): temperature

*Find the probability that the sphere is neutral at 300 K, where \(kT=25.85\) meV, both isolated and above the plane. Is the charge well fixed?*

**Answer.** Many single-particle states lie within \(kT\) of the Fermi energy (part (h)). The non-electrostatic cost of adding an electron is then very nearly the Fermi energy, which cancels against the reservoir. What remains is

\[
P(n)=\frac{e^{-n^2E_c/kT}}{\sum_{m=-\infty}^{\infty}e^{-m^2E_c/kT}} .
\]

For the isolated sphere \(E_c/kT=36.00/25.85=1.39\), and

\[
P(0)=\frac1{1+2e^{-1.39}+2e^{-4\times1.39}+\dots}\approx0.66 .
\]

Above the plane, with 24.3 meV in place of 36 meV, \(P(0)\approx0.55\). The charge is not well fixed in either case: the sphere is charged for a third to nearly a half of the time.

Two limits frame this result. For \(kT\ll E_c\), but with \(kT\) still well above the level spacing \(\delta\) of part (h), the probability of being charged is about \(2e^{-E_c/kT}\). At \(kT=E_c/10\), which is 42 K for the isolated sphere, this is about \(10^{-4}\). For \(kT\gg E_c\) the sum becomes a Gaussian integral, so

\[
P(0)\to\sqrt{\frac{E_c}{\pi kT}},
\]

and discrete charging leaves little trace. The isolated sphere has \(kT=E_c\) at 418 K, so at room temperature neither condition holds strictly. The second formula is already close, however: at 300 K it gives 0.666, against 0.665 from the full sum.

### Part (g): a trapped charge

*One elementary charge is trapped in the oxide, 3 nm from the surface of the isolated sphere. How does it change the cost of the first electron?*

**Answer.** The trap lies at \(s=8\) nm from the centre. The sphere's potential can be evaluated at its centre, since the whole interior has one potential. The field outside is unchanged if the metal is replaced by dielectric carrying the same surface charge, so the potentials of point charges in a uniform medium may be added. The charge induced on a neutral sphere sums to zero and all lies at distance \(R\) from the centre, so it contributes nothing there. The trap alone remains:

\[
|\Delta V|=\frac{e}{4\pi\varepsilon_0\varepsilon_rs},\qquad
e|\Delta V|=\frac{1.440}{4\times8}\ \text{eV}=45\ \text{meV}.
\]

A trapped electron repels the new one and raises its cost to \(36+45=81\) meV. A trapped positive charge lowers it to \(36-45=-9\) meV. The lowest state then has one extra electron, because two would have energy \(4\times36-2\times45=54\) meV. The charging energy itself is unchanged, since \(C\) is the same; the trap shifts the thresholds. Grounded electrodes would screen the trap and reduce the shift.

### Part (h): the inside of the metal

*Treat the metal as free electrons of density \(n_0=60\) nm\(^{-3}\), a rough value for a noble metal. Estimate the level spacing and the energy added because the field penetrates the metal.*

**Answer.** The sphere holds \(N=n_0\,4\pi R^3/3=31\,416\) electrons. Filling states up to wave number \(k_F\), with two spins, gives

\[
n_0=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2},\qquad
E_F=\frac{\hbar^2k_F^2}{2m_e}=5.59\ \text{eV}.
\]

The number of states below energy \(E\) is \(N(E/E_F)^{3/2}\), with slope \(3N/(2E_F)\) at \(E_F\). Each orbital holds two of these states, one for each spin, so the mean spacing between orbitals is

\[
\delta=\frac{4E_F}{3N}=\frac{4\times5.59\ \text{eV}}{3\times31\,416}=0.24\ \text{meV},
\]

less than 1% of \(E_c\) and of \(kT\) at room temperature. This describes the levels of a particle whose irregular shape gives each orbital its own energy. In a perfect sphere many orbitals share one energy, and the distinct levels near \(E_F\) lie about 12 meV apart on average. Each of them holds about a hundred states, however, so at 300 K another electron still costs very nearly the sphere's own Fermi level, the one the reservoir is taken to match. That level need not equal the bulk value: hard walls at \(R\) would raise it about 0.2 eV above 5.59 eV.

For the penetration, let \(\phi(r)\) be the electrostatic potential in the metal and \(-eV\) the shift of the electrochemical potential, which is uniform in equilibrium. The local Fermi energy then shifts by \(-e\psi\), where \(\psi=V-\phi\). With \(g=3n_0/(2E_F)\) states per energy and volume, the electron density changes by \(-ge\psi\) and the charge density by \(+e^2g\psi\). Poisson's equation gives

\[
\nabla^2\psi=-\nabla^2\phi=\frac{e^2g}{\varepsilon_0}\psi=\frac{\psi}{\lambda^2},\qquad
\lambda=\sqrt{\frac{\varepsilon_0}{e^2g}}=0.0586\ \text{nm}.
\]

The solution that is finite at the centre is \(\psi=A\sinh(r/\lambda)/r\), for which

\[
\frac{\psi'(R)}{\psi(R)}=\frac1\lambda\coth\frac R\lambda-\frac1R\approx\frac1\lambda-\frac1R ,
\]

because \(R\gg\lambda\). Just inside the surface \(\psi'=-\phi'=Q/(4\pi\varepsilon_0R^2)\), without \(\varepsilon_r\), since this field is in the metal. The work of charging is \(QV/2\) with \(V=\phi(R)+\psi(R)\). The first term gives \(E_c\), and the second adds

\[
\Delta E=\frac{e^2\lambda}{8\pi\varepsilon_0R^2(1-\lambda/R)}=1.7\ \text{meV},
\]

about 5% of \(E_c\). The model treats the electrons as a locally uniform gas, which requires the potential to vary slowly over an electron wavelength. Here \(\lambda\) is about nine times shorter than the wavelength \(2\pi/k_F=0.52\) nm at the Fermi energy, so 1.7 meV is only an order of magnitude. The model also keeps all electrons inside a sharp surface. In a real metal they spill out a little, which can place the added charge just outside that surface and make the correction negative. Polarization of the ion cores is also left out. Since \(E_c\propto1/R\), moving the added charge outward by 0.1 nm would lower the energy by about 2%. Both estimates are a few per cent of \(E_c\), but they do not settle the sign of the correction. They also assume that the oxide responds fully right up to the metal. A gap of 0.1 nm without that response, where the field would be four times as strong, would raise the energy by about 6%.

### Part (i): tunnelling and field strength

*The electron tunnels through 3 nm of oxide with a barrier \(B=3.5\) eV and mass \(m=0.4\,m_e\), both rough values. Is the charging energy blurred by tunnelling? Does one electron strain the oxide?*

**Answer.** In the barrier the wave function varies with \(\kappa=\sqrt{2mB}/\hbar=6.06\) nm\(^{-1}\). Take wave number \(k\) on both sides and a transmitted wave with \(\psi=1\), \(\psi'=ik\) at the far face. Continuing it back through the thickness \(d\) gives

\[
\psi(0)=\cosh\kappa d-\frac{ik}{\kappa}\sinh\kappa d,\qquad
\psi'(0)=ik\cosh\kappa d-\kappa\sinh\kappa d .
\]

The incident amplitude is

\[
A=\frac12\left[\psi(0)+\frac{\psi'(0)}{ik}\right]=\cosh\kappa d+\frac i2\left(\frac\kappa k-\frac k\kappa\right)\sinh\kappa d .
\]

This takes \(\psi'\) as continuous at the faces. If the electron has a different mass \(m'\) in the metal, the continuous quantity is \(\psi'\) divided by the local mass, which only replaces \(k\) by \(km/m'\) in \(A\). For any \(k\), \(|A|\ge\cosh\kappa d\ge e^{\kappa d}/2\), so the transmission obeys

\[
\mathcal T=\frac1{|A|^2}\le4e^{-2\kappa d}=6.4\times10^{-16}.
\]

The number of transverse channels is the cross-section \(\pi R^2\) times the area \(\pi k_F^2\) of allowed transverse wave vectors, divided by \((2\pi)^2\). This is \(k_F^2R^2/4=917\). Each channel and spin contributes \(\mathcal Te^2/h\) to the conductance, so a generous estimate is

\[
G\approx2\times917\times6.4\times10^{-16}\,\frac{e^2}{h}=1.2\times10^{-12}\,\frac{e^2}{h}.
\]

Charge leaks away in a time of order \(C/G\), which blurs the energy by about \(\hbar G/C\). Relative to \(E_c\) this is

\[
\frac{\hbar G/C}{e^2/2C}=\frac{2\hbar G}{e^2}=\frac1\pi\,\frac{G}{e^2/h}\approx4\times10^{-13},
\]

which is negligible. The probabilities of part (f) apply after a wait much longer than \(C/G\), which is about 0.05 s for this generous \(G\). The estimate ignores that the gap widens away from the closest point and that transmission falls with transverse wave vector. Including both lowers \(G\) by about three orders of magnitude and lengthens the wait to the order of 100 s, a time that shifts by further orders of magnitude with modest changes in \(B\) and \(m\). Tunnelling through defects is not included.

The surface field of one electron on the isolated sphere is

\[
\frac{e}{4\pi\varepsilon_0\varepsilon_rR^2}=\frac{1.440\ \text{V nm}}{4\times25\ \text{nm}^2}=0.0144\ \text{V/nm}=0.14\ \text{MV/cm}.
\]

Above the plane, the charges of part (e) give 0.23 MV/cm at the sphere's lowest point. Both are far below a rough breakdown field of 10 MV/cm. The field of an applied write voltage would come on top.

### Part (j): the real device

*Which assumptions fail in a nanocrystal memory, and how much do they matter?*

**Answer.** At least three assumptions fail. The first is isolation: a metallic plane at 3 nm lowers the charging energy from 36 to 24 meV, and further electrodes at least 3 nm away cannot take it below 13.5 meV. A silicon substrate screens less completely than a metal, and its effect has not been calculated here. The second is the absence of stray charge, since real oxides contain traps. For the isolated sphere, one trapped charge at 3 nm shifts the cost of the first electron by 45 meV, more than the charging energy of 36 meV; nearby electrodes reduce this shift. The third is the matched Fermi level. The work functions of gold and silicon can differ by anything from almost nothing to more than 1 eV, depending on the doping of the silicon and the state of the gold surface, and an applied gate voltage shifts the levels further. An offset \(\Delta\) that favours the metal draws about \(\Delta/(2E_c)\) electrons onto the sphere, which for 0.9 eV and the isolated sphere is about a dozen. With these parameters, 36 meV is a sound electrostatic scale, but it does not by itself predict the charge state of a given particle at room temperature.

## Numbers as computed

```
Radius R: 5.0 nm
Relative permittivity: 4.0
e^2/(4 pi eps0): 1.4400 eV nm
Capacitance C: 2.225 aF
Charging energy e^2/(2C): 36.00 meV
Charging energy e^2/(2C): 5.768 zJ
Field energy by quadrature, one electron: 36.00 meV
Field energy by quadrature, two electrons: 144.00 meV
Cost of second electron: 108.00 meV
Addition spacing e^2/C: 72.00 meV
e^2/(4C): 18.00 meV
e^2/(2C) for radius 10 nm: 18.00 meV
Oxide thickness to electrode d: 3.0 nm
Capacitance ratio, plane/isolated: 1.479
Charging energy above plane: 24.34 meV
Charging energy inside shell: 13.50 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Ec/kT, isolated: 1.39
Temperature where kT = Ec: 418 K
Temperature where kT = Ec/10: 42 K
Neutral fraction, isolated: 0.665
Neutral fraction, above plane: 0.547
Trapped charge distance from centre: 8.0 nm
Energy shift by trapped charge: 45.00 meV
Electron density (rough): 60 per nm^3
Conduction electrons in sphere: 31416
Fermi energy, free electrons: 5.59 eV
Level spacing: 0.237 meV
Thomas-Fermi length: 0.0586 nm
Energy added by field penetration: 1.71 meV
Barrier height (rough): 3.5 eV
Tunnelling mass (rough): 0.4 electron masses
Decay constant kappa: 6.06 per nm
Transmission bound: 6.4e-16
Number of channels: 917
Conductance estimate / (e^2/h): 1.2e-12
Surface field, isolated: 0.144 MV/cm
Largest field above plane: 0.233 MV/cm
Breakdown field (rough): 10 MV/cm
```
